# Switching the universal interatomic potential smoothly to zero at a cutoff

Let $E(r)$ be the universal repulsive potential between two atoms, $r_1$ the radius where switching begins and $r_c$ the cutoff. Write $D=r_c-r_1$ and $x=r-r_1$, and let $E_0,E_1,E_2$ be the values of $E,E',E''$ at $r_c$. The switched potential is

$$V(r)=\begin{cases}E(r)+C, & r\le r_1\\ E(r)+\frac{A}{3}x^3+\frac{B}{4}x^4+C, & r_1<r<r_c\\ 0, & r\ge r_c\end{cases}$$

with

$$A=\frac{-3E_1+DE_2}{D^2},\quad B=\frac{2E_1-DE_2}{D^3},\quad C=-E_0+\frac{D E_1}{2}-\frac{D^2E_2}{12}.$$

Energy, force $-V'$ and curvature $V''$ are then continuous at both radii and vanish at $r_c$. The third derivative jumps at both, so the potential is twice, but not three times, continuously differentiable.

## A case small enough for hand work

Take $E(r)=1/r$, the bare repulsion of two unit charges in atomic units, with $r_1=1$ and $r_c=2$, so that $D=1$. Since $E'=-1/r^2$ and $E''=2/r^3$, the cutoff values are

$$E_0=\tfrac12,\qquad E_1=-\tfrac14,\qquad E_2=\tfrac14 .$$

We add a function $S(x)$ to $E$. Below $r_1$ it must be constant, so that the force there is untouched. A smooth start at $x=0$ therefore needs $S'(0)=S''(0)=0$, which excludes linear and quadratic terms. What remains is

$$S=\tfrac{A}{3}x^3+\tfrac{B}{4}x^4+C,\qquad S'=Ax^2+Bx^3,\qquad S''=2Ax+3Bx^2 .$$

At $x=1$ the added slope and curvature must cancel those of $E$:

$$A+B=\tfrac14,\qquad 2A+3B=-\tfrac14 .$$

Subtracting twice the first equation from the second gives $B=-\tfrac34$, and then $A=1$. The energy must cancel too:

$$\tfrac13-\tfrac{3}{16}+C=-\tfrac12\quad\Rightarrow\quad C=-\tfrac12-\tfrac{7}{48}=-\tfrac{31}{48}.$$

The third derivative of the added part is $S'''=2A+6Bx=2-\tfrac92x$. It starts at 2, although it was zero below $r_1$, so $V'''$ jumps by 2 there. At the cutoff $E'''=-6/r^4=-\tfrac38$, so just inside $V'''=-\tfrac38-\tfrac52=-\tfrac{23}{8}$, while outside it is zero. Both jumps are finite.

## The general coefficients

For any twice differentiable $E$ start from the full quartic $S=s_0+s_1x+s_2x^2+s_3x^3+s_4x^4$. The conditions $S'(0)=0$ and $S''(0)=0$ give $s_1=s_2=0$. Continuity of energy at $r_1$ makes $s_0$ equal to the constant used below $r_1$, which is $C$. Naming $A=3s_3$ and $B=4s_4$, the slope and curvature conditions at $x=D$ are

$$AD^2+BD^3=-E_1,\qquad 2AD+3BD^2=-E_2 .$$

Their determinant is $3D^4-2D^4=D^4$, which is not zero, so there is one solution. Three times the first equation minus $D$ times the second removes $B$:

$$AD^2=-3E_1+DE_2 .$$

$D$ times the second minus twice the first removes $A$:

$$BD^3=2E_1-DE_2 .$$

These are the stated $A$ and $B$. Inserting them in the energy condition $S(D)=-E_0$ gives

$$\frac{D(-3E_1+DE_2)}{3}+\frac{D(2E_1-DE_2)}{4}+C=-E_0 .$$

The terms in $E_1$ add to $-D E_1+\tfrac12DE_1=-\tfrac12DE_1$, and those in $E_2$ to $(\tfrac13-\tfrac14)D^2E_2=\tfrac1{12}D^2E_2$. Moving them to the right yields $C$. Among polynomials of degree four or less the switch is therefore unique.

## Derivatives of the universal potential

In atomic units, with nuclear charges $Z_1,Z_2$,

$$E(r)=\frac{Z_1Z_2}{r}\sum_{i=1}^4c_ie^{-b_ir},\qquad b_i=\frac{d_i}{a},\qquad a=\frac{0.8854}{Z_1^{0.23}+Z_2^{0.23}} .$$

The weights $c_i$ are 0.18175, 0.50986, 0.28022, 0.02817, and the decay numbers $d_i$ are 3.19980, 0.94229, 0.40290, 0.20162. Each term is a multiple of $g=e^{-br}/r$. The product rule, applied repeatedly, gives

$$g'=-e^{-br}\left(\frac br+\frac1{r^2}\right),$$

$$g''=e^{-br}\left(\frac{b^2}{r}+\frac{2b}{r^2}+\frac2{r^3}\right),$$

$$g'''=-e^{-br}\left(\frac{b^3}{r}+\frac{3b^2}{r^2}+\frac{6b}{r^3}+\frac6{r^4}\right).$$

All weights are positive, so $E>0$, $E'<0$, $E''>0$ and $E'''<0$ at every $r$. It follows that $A>0$, $B<0$ and $C<0$. A cubic alone would need $B=0$, hence $DE_2=2E_1$. The left side is positive and the right side negative, so the quartic term is always needed for this potential.

The procedure is then:

1. Evaluate $E_0,E_1,E_2$ at $r_c$ from these formulas.
2. Compute $A,B,C$ once for each pair of elements.
3. For $r\le r_1$, return energy $E+C$ and force $-E'$.
4. For $r_1<r<r_c$, return energy $E+\tfrac A3x^3+\tfrac B4x^4+C$ and force $-(E'+Ax^2+Bx^3)$.
5. For $r\ge r_c$, return zero for both.

## Magnesium on magnesium

Take $Z_1=Z_2=12$, $r_1=2.0$ Å and $r_c=2.6$ Å. The switching formulas hold in any consistent units, and here the universal potential is converted so that energies are in eV and lengths in Å. The screening length is $a=0.1323$ Å, and at the cutoff

$$E_0=0.50835,\qquad E_1=-1.09405,\qquad E_2=2.58799 .$$

With $D=0.6$,

$$A=\frac{3(1.09405)+0.6(2.58799)}{0.36}=13.430\ \text{eV/Å}^3,$$

$$B=\frac{-2(1.09405)-0.6(2.58799)}{0.216}=-17.319\ \text{eV/Å}^4,$$

$$C=-0.50835-0.3(1.09405)-0.03(2.58799)=-0.9142\ \text{eV}.$$

In atomic units these are $0.07314$ hartree/bohr³, $-0.04991$ hartree/bohr⁴ and $-0.03360$ hartree.

## Smoothness at the two radii

At $r_1$ the added slope and curvature vanish by construction, and the third derivative rises by $S'''(0)=2A$. At $r_c$ the first three conditions are met, while just inside

$$V'''(r_c^-)=E'''(r_c)+2A+6BD .$$

Substituting the coefficients,

$$2A+6BD=\frac{-6E_1+2DE_2+12E_1-6DE_2}{D^2}=\frac{6E_1-4DE_2}{D^2}.$$

Every term of $V'''(r_c^-)$ is therefore negative, whereas $V'''=0$ outside. Neither jump can be zero for the universal potential.

These statements were tested by taking differences of the energy $V$ alone, from each side separately, with a step of $10^{-10}$ Å in 60-digit arithmetic:

| Quantity | $r_1^-$ | $r_1^+$ | $r_c^-$ | $r_c^+$ |
|---|---|---|---|---|
| $V$ (eV) | 1.1287 | 1.1287 | 0 | 0 |
| $V'$ (eV/Å) | −5.1371 | −5.1371 | 0 | 0 |
| $V''$ (eV/Å²) | 14.469 | 14.469 | 0 | 0 |
| $V'''$ (eV/Å³) | −45.30 | −18.44 | −42.28 | 0 |

The zeros hold to the five decimals printed. The jump at $r_1$ is 26.86 eV/Å³, which is $2A$.

Since the first three Taylor coefficients vanish at the cutoff, the potential ends as a cubic:

$$V\approx\frac{|V'''(r_c^-)|}{6}(r_c-r)^3 .$$

At 2.5 Å this gives $42.28\times0.001/6=0.0070$ eV, against the full value of 0.0067 eV.

## Why no false well appears

Smooth joins do not by themselves prevent a dip between them. Here the signs do. On the window $S''=2Ax+3Bx^2$ is concave, because $B<0$. A concave function lies on or above the chord between its end points. Those end values are $S''(0)=0$ and $S''(D)=-E_2$, so $S''\ge-E_2$ throughout. Hence

$$V''(r)=E''(r)+S''(x)\ge E''(r)-E_2>0\qquad(r_1\le r<r_c),$$

where the last step uses $E'''<0$: the curvature of $E$ is larger at $r$ than at $r_c$. Integrating back from the cutoff, where $V'=0$,

$$V'(r)=-\int_r^{r_c}V''(s)\,ds<0,$$

and, as $V(r_c)=0$, also $V(r)>0$. Below $r_1$ the slope is $E'<0$ and the curvature is $E''>0$, so the potential stays repulsive and convex down to contact.

The proof uses $E_1<0$, $E_2>0$ and $E'''<0$ on the window; these conditions are sufficient. If a potential with an attractive well breaks these conditions there, the same coefficients still give smooth joins but no guarantee of repulsion.

## Choosing the window

The added slope $S'=Ax^2+Bx^3$ opposes the repulsion. Its maximum follows from $2Ax+3Bx^2=0$, so $x=-2A/(3B)$, and

$$S'_{\max}=x^2(A+Bx)=\frac{4A^2}{9B^2}\cdot\frac A3=\frac{4A^3}{27B^2}.$$

For the magnesium window this is 1.197 eV/Å at 2.517 Å. With $r_c$ held at 2.6 Å, moving $r_1$ gives:

| $r_1$ (Å) | $C$ (eV) | $S'_{\max}$ (eV/Å) | Jump at $r_1$ (eV/Å³) | Jump at $r_c$ (eV/Å³) |
|---|---|---|---|---|
| 1.0 | −1.936 | 1.513 | 5.80 | 15.83 |
| 1.5 | −1.371 | 1.345 | 10.13 | 21.63 |
| 2.0 | −0.914 | 1.197 | 26.86 | 42.28 |
| 2.5 | −0.565 | 1.099 | 708 | 767 |

A narrow window leaves more of the original force intact, but its third derivative is rough. As $D\to0$, $AD^2\to-3E_1$ and $BD^3\to2E_1$. The shift then tends to $-E_0$, the peak slope to $|E_1|$, and both jumps grow as $6|E_1|/D^2$. At $D=0.1$ Å this leading term is 656 eV/Å³. The next term in the jump at $r_1$, $2E_2/D=52$ eV/Å³, brings it to the tabulated 708. In the limit the force itself becomes discontinuous, as for a potential that is merely shifted and cut.

## What the switch does to a collision

Let a magnesium atom of 1000 eV strike another at rest. For equal masses half of this, $E_{\rm cm}=500$ eV, is available in the centre-of-mass frame. In a head-on collision the atoms turn where $V=E_{\rm cm}$, and since this happens well below $r_1$,

$$E(r)=E_{\rm cm}-C .$$

Expanding about the unswitched turning point $r_0$, where $E(r_0)=E_{\rm cm}$, gives the shift $\delta r\approx-C/E'(r_0)$. Both $C$ and $E'$ are negative, so $\delta r<0$: the atoms come slightly closer. The force below $r_1$ is unchanged, but the weakened tail has taken less kinetic energy from them on the way in. The computed distances are 0.446055 Å without the switch and 0.445745 Å with it. The shift is $-3.10\times10^{-4}$ Å, and the first-order estimate agrees to three digits.

Glancing collisions are affected more. At an impact parameter of 1.0 Å the centre-of-mass deflection falls from 0.1641 to 0.1635 rad, a change of 0.3% relative to the unswitched value. At 2.0 Å it falls from 0.01093 to 0.00876 rad, a change of 20%, because the whole path then lies in the region where the force has been reduced or removed. For the switched potential both angles were computed twice, from the scattering integral, which uses the energy, and from an integrated trajectory, which uses the force. The two agreed within $10^{-6}$ rad, which confirms that force and energy belong together.

## Against real magnesium

The neighbour distance in magnesium is roughly 3.2 Å, so a cutoff at 2.6 Å leaves the cold perfect crystal free of this force. Cohesion must then come from a separate bonding potential, and the sum of the two should be checked in the window.

Thermal motion narrows the gap. With a rough Debye temperature $\theta=400$ K, the high-temperature estimate $u^2=3\hbar^2T/(Mk_B\theta^2)$, where $M$ is the atomic mass, gives an rms displacement of about 0.11 Å per axis at 300 K. If neighbours move independently, the gap of 0.6 Å is about 4 times their rms relative displacement along the bond, so contact with the switched tail is rare in this estimate. The result depends on $\theta$: with 320 K the displacement is about 0.13 Å and the factor falls from 4 to about 3.2.

A further question is how well the universal potential itself describes this pair. A restricted Hartree–Fock calculation for two magnesium atoms, in the def2-TZVP basis with counterpoise correction and with the orbital occupation of two closed-shell atoms, gives these interaction energies:

| $r$ (Å) | Hartree–Fock (eV) | Universal $E$ (eV) | Switched $V$ (eV) |
|---|---|---|---|
| 1.5 | 11.8 | 8.0 | 7.1 |
| 2.0 | 4.1 | 2.0 | 1.1 |
| 2.6 | 1.0 | 0.5 | 0 |

This level omits electron correlation, other occupations and the surrounding metal, so it is a comparison and not the true interaction. With a larger basis, the s, p and d functions of def2-QZVP, the three values fall by about 0.17, 0.03 and 0.01 eV, so the first is uncertain in its last digit. The occupation matters more at short distance. In def2-TZVP, moving the highest antibonding σ pair into a π orbital costs 1.5 eV at 2.0 Å, but at 1.5 Å the two occupations have the same energy within 0.01 eV. Open-shell occupations lie lower still at this level: the restricted open-shell triplet with one electron moved from that σ orbital to a π orbital is 1.2 eV below the tabulated state at 1.5 Å and 0.4 eV below it at 2.0 Å, although Hartree–Fock, lacking correlation, tends to favour triplets. The tabulated values are therefore those of one chosen occupation, not the lowest Hartree–Fock energies at 1.5 and 2.0 Å, and the curve should not be extended to shorter distances. Valence correlation at the MP2 level lowers the three closed-shell values by about 0.46, 0.38 and 0.28 eV. At 2.0 Å the tabulated curve differs from $E$ by 2.1 eV, more than twice the shift $|C|$; with either the triplet or the MP2 correction the difference is about 1.7 eV, still well above $|C|$. That gap is not a measured error of the universal potential, but it is a reason to check the pair before trusting the window. Smoothness protects the integration of the motion; it does not make the potential accurate.

Energy loss to electrons is also absent. The Lindhard–Scharff formula gives about 2.2 eV/Å for the 1 keV atom, or about 7 eV over one neighbour distance, 0.7% of its energy. The two electronic-stopping lines in the numerical output are too small, because they contain one factor of the Bohr radius too many; the values given here are those lines divided by 0.5292, the Bohr radius in Å, and rounded.

## Values computed for the example and the checks

```
Mg-Mg: Z1 = Z2 = 12, r1 = 2.0 A, rc = 2.6 A, D = 0.6 A
screening length a = 0.13228 A
bare energy at rc E0 = 0.50835 eV
bare slope at rc E1 = -1.09405 eV/A
bare curvature at rc E2 = 2.58799 eV/A^2
A = 13.43039 eV/A^3 = 0.073138 hartree/bohr^3
B = -17.31894 eV/A^4 = -0.049909 hartree/bohr^4
C = -0.91420 eV = -0.033596 hartree
at r1, derivative 0: left 1.12872, right 1.12872 eV
at r1, derivative 1: left -5.13706, right -5.13706 eV/A
at r1, derivative 2: left 14.46911, right 14.46911 eV/A^2
at r1, derivative 3: left -45.30072, right -18.43994 eV/A^3
at rc, derivative 0: left 0.00000, right 0.00000 eV
at rc, derivative 1: left -0.00000, right 0.00000 eV/A
at rc, derivative 2: left 0.00000, right 0.00000 eV/A^2
at rc, derivative 3: left -42.28393, right 0.00000 eV/A^3
third-derivative jumps: r1 26.8608, rc 42.2839 eV/A^3
peak added slope = 1.19652 eV/A at r = 2.5170 A
r = 1.0 A: bare E = 41.20863 eV, switched V = 40.29443 eV, bare force 150.83770, switched force 150.83770 eV/A
r = 1.5 A: bare E = 7.99202 eV, switched V = 7.07781 eV, bare force 23.71287, switched force 23.71287 eV/A
r = 2.0 A: bare E = 2.04293 eV, switched V = 1.12872 eV, bare force 5.13706, switched force 5.13706 eV/A
r = 2.2 A: bare E = 1.25350 eV, switched V = 0.36819 eV, bare force 2.97507, switched force 2.57641 eV/A
r = 2.4 A: bare E = 0.78949 eV, switched V = 0.05096 eV, bare force 1.77878, switched force 0.73833 eV/A
r = 2.5 A: bare E = 0.63192 eV, switched V = 0.00670 eV, bare force 1.39041, switched force 0.19768 eV/A
window from r1 = 1.0 A: C = -1.9357 eV, peak added slope 1.5128 eV/A, jumps r1 5.799, rc 15.831 eV/A^3
window from r1 = 1.5 A: C = -1.3710 eV, peak added slope 1.3455 eV/A, jumps r1 10.130, rc 21.632 eV/A^3
window from r1 = 2.0 A: C = -0.9142 eV, peak added slope 1.1965 eV/A, jumps r1 26.861, rc 42.284 eV/A^3
window from r1 = 2.5 A: C = -0.5652 eV, peak added slope 1.0986 eV/A, jumps r1 708.189, rc 766.746 eV/A^3
recoil energy 1000 eV, centre-of-mass energy 500 eV
closest approach: bare 0.446055 A, switched 0.445745 A
its shift -3.100e-04 A, first-order estimate -3.103e-04 A
impact parameter 1.0 A: centre-of-mass deflection bare 0.164072 rad, switched 0.163535 rad
impact parameter 2.0 A: centre-of-mass deflection bare 0.010930 rad, switched 0.008757 rad
r = 1.5 A: Hartree-Fock interaction 11.828 eV, bare universal 7.992 eV, switched 7.078 eV
r = 2.0 A: Hartree-Fock interaction 4.116 eV, bare universal 2.043 eV, switched 1.129 eV
r = 2.6 A: Hartree-Fock interaction 1.049 eV, bare universal 0.508 eV, switched 0.000 eV
rough inputs: neighbour 3.2 A, Debye 400 K, T 300 K
electronic stopping = 1.144 eV/A
electronic loss over one neighbour distance = 3.66 eV
thermal rms displacement per axis = 0.106 A
neighbour-cutoff gap = 4.00 rms relative displacements
```
